# The fcc five-frequency impurity correlation factor with the vacancy-escape correction

A substitutional solute in an fcc metal moves when a vacancy beside it exchanges places with it. The vacancy then sits on the site the solute has just left, so an immediate second exchange undoes the first. The vacancy may instead go round the solute or leave its neighbourhood, but leaving is not final: it can wander back, often to the side from which it left. The correlation factor $f$ measures how much of the solute's jumping survives as diffusion, and it must account for these returns.

## Model and result

The vacancy site fraction $c_v$ is small, and the solute is isolated. Each rate below refers to one specified vacancy jump:

- $w_2$: exchange with the solute;
- $w_1$: from one nearest neighbour of the solute to another;
- $w_3$: from a nearest neighbour to a site that is not one (dissociation);
- $w_4$: the reverse of $w_3$;
- $w_0$: every other jump.

Detailed balance gives a neighbour site the occupation weight $w_4/w_3$ relative to a distant site. Within this model

$$f=\frac{2w_1+7Fw_3}{2w_2+2w_1+7Fw_3},\qquad F=F(y),\quad y=\frac{w_4}{w_0},\tag{1}$$

$$7F=7-\frac{10y^4+180.3122y^3+924.3303y^2+1338.0577y}{2y^4+40.1478y^3+253.3000y^2+595.9726y+435.2839}.\tag{2}$$

Lengths are in half cubic lattice parameters. The solute is at the origin, sites have integer coordinates with $x+y+z$ even, and a jump has length $\sqrt2$. As an argument of $F$, $y$ is the rate ratio; inside a site label it is a coordinate. The twelve neighbours of the solute are called the shell.

## From successive jumps to one cosine

Let $\mathbf e_i$ be the unit vector of the $i$-th solute jump. Expanding the squared displacement after many jumps and dividing by its uncorrelated value gives

$$f=1+2\sum_{n\ge1}\langle\mathbf e_i\cdot\mathbf e_{i+n}\rangle .$$

After jump $i$ the vacancy lies in direction $-\mathbf e_i$ from the solute, and this fixes the state. Take the vacancy at $(1,1,0)$. The mirror operations $x\leftrightarrow y$ and $z\to-z$ leave the state unchanged, so they leave the mean next jump vector unchanged, which must therefore lie along the axis: $\langle\mathbf e_{i+1}\rangle=t\,\mathbf e_i$. Applying this repeatedly gives $\langle\mathbf e_{i+n}\rangle=t^n\mathbf e_i$. If the vacancy escapes for good, the next jump is due to a fresh vacancy with no directional memory and contributes zero. For $|t|<1$,

$$f=1+\frac{2t}{1-t}=\frac{1+t}{1-t}.\tag{3}$$

Let $\varphi(s)$ be the mean $x$-coordinate of the vacancy immediately before its next exchange, starting from site $s$, with escape counted as zero. The symmetry argument gives $\varphi=gx$ on the shell, with one number $g$. The solute jumps towards the vacancy, whereas its previous jump was away from the vacancy's present site, so $t=-g$.

## Balance on the shell

From $(1,1,0)$ the vacancy has one exchange, four jumps within the shell and seven dissociative jumps. The four shell destinations $(1,0,\pm1)$ and $(0,1,\pm1)$ have $x$-coordinates summing to 2. The seven outer destinations are

$$(2,0,0),\ (0,2,0),\ (2,1,\pm1),\ (1,2,\pm1),\ (2,2,0).$$

For an outer site, let $\psi(s)$ be the mean $x$-coordinate of the shell site at which the vacancy first returns, again with escape counted as zero. A vacancy that returns at coordinate $x$ has the mean $gx$ from then on, so $\varphi=g\psi$ outside. Let $R$ be the sum of $\psi$ over the seven destinations. Averaging over the first jump from $(1,1,0)$ gives

$$(w_2+4w_1+7w_3)g=w_2+2w_1g+w_3Rg .$$

Define $R=7(1-F)$. Moving the terms in $g$ to the left,

$$g=\frac{w_2}{w_2+2w_1+7Fw_3}.\tag{4}$$

Equation (3) with $t=-g$ reads $f=(1-g)/(1+g)$. Multiplying numerator and denominator by the denominator of (4) gives (1).

The meaning of $F$ follows from its definition. The cosine between $(1,1,0)$ and a return site $(x,y,z)$ is $(x+y)/2$. The mirror $x\leftrightarrow y$ permutes the seven destinations, so the means of $x$ and $y$ over them are equal, each being $R/7$. Hence $1-F$ is the mean cosine between the departure site and the first return site, with escapes counted as zero. It is not the return probability: returns spread evenly over directions would leave $F=1$.

## Equation for the returning vacancy

The function $\psi$ is odd in $x$, equals $x$ on the shell and decays at infinity. Outside, it is unchanged on average by a jump. For an outer site with $n$ links to the shell, let $S$ be the sum of $x$ over the linked shell sites. Then

$$w_4(S-n\psi)+w_0\sum_{\text{other }s'}[\psi(s')-\psi(s)]=0 .$$

Let $\Delta\psi(s)=\sum[\psi(s')-\psi(s)]$ run over all twelve neighbours. Dividing by $w_0$, then adding and subtracting $S-n\psi$, gives

$$q\equiv-\Delta\psi=(y-1)(S-n\psi).\tag{5}$$

The altered rates thus act as sources in a perfect lattice. Sites with $x=0$ have $\psi=0$ and no source, by oddness. This covers $(0,2,0)$ and also the origin, where we set $\psi=0$. Sites related by the fourfold axis along $x$ and its mirrors share one value, which leaves four outer values:

| Orbit | Site | $n$ | $S$ | Times reached from $(1,1,0)$ |
|---|---|---:|---:|---:|
| B | $(2,0,0)$ | 4 | 4 | 1 |
| C | $(2,1,1)$ | 2 | 2 | 2 |
| D | $(1,2,1)$ | 2 | 1 | 2 |
| E | $(2,2,0)$ | 1 | 1 | 1 |

Consequently $R=\psi_B+2\psi_C+2\psi_D+\psi_E$. On the shell orbit A, represented by $(1,1,0)$, $\psi_A=1$. Its neighbours contribute 2 from the shell, 0 from the origin and $R$ from outside, so

$$q_A=12-(2+0+R)=10-R.\tag{6}$$

## Lattice Green function

The solution of $-\Delta G=\delta$ on the perfect lattice is

$$G(\mathbf r)=\int_{[-\pi,\pi]^3}\frac{d^3k}{(2\pi)^3}\frac{\cos(\mathbf k\cdot\mathbf r)}{12-4(c_xc_y+c_yc_z+c_zc_x)},\quad c_j=\cos k_j,$$

because the twelve jump phases sum to $4(c_xc_y+c_yc_z+c_zc_x)$. Each source at $s'$ has an opposite one at its mirror image $ms'$, where $m$ reverses $x$. Hence

$$\psi_a=\sum_b\Gamma_{ab}q_b,\qquad \Gamma_{ab}=\sum_{s'\in b}[G(r_a-s')-G(r_a-ms')].$$

This is the required solution: the difference of two decaying solutions would be a decaying function with $\Delta=0$, which vanishes by the maximum principle.

To do the $k_x$ integral, set $\mathcal A=12-4c_yc_z$, $\mathcal B=4(c_y+c_z)$, $Q=\sqrt{\mathcal A^2-\mathcal B^2}$ and $\rho=\mathcal B/(\mathcal A+Q)$. Then

$$\frac1{2\pi}\int_{-\pi}^{\pi}\frac{\cos(kn)\,dk}{\mathcal A-\mathcal B\cos k}=\frac{\rho^{|n|}}{Q}.$$

To verify this, insert $u_n=\rho^{|n|}/Q$ into $\mathcal Au_n-\tfrac12\mathcal B(u_{n+1}+u_{n-1})=\delta_{n0}$, the equation obeyed by the integral. For $n\ne0$ it holds since $\mathcal B(\rho+\rho^{-1})=2\mathcal A$; for $n=0$ it holds since $\mathcal A-\mathcal B\rho=Q$. Both $u_n$ and the integral decay as $|n|$ grows, and the decaying solution is unique because the homogeneous solutions $\rho^{n}$ and $\rho^{-n}$ each grow on one side.

The remaining integrand is even in $k_y$ and $k_z$, so the square $[0,\pi]^2$ suffices. Replacing $(k_y,k_z)$ by $(\pi-k_y,\pi-k_z)$ changes the sign of $\rho$. The resulting signs cancel because coordinate sums are even, so the triangle $k_y+k_z<\pi$ counts twice. With $k_y=uv$, $k_z=u(1-v)$ and area element $u\,du\,dv$,

$$\Gamma_{ab}=\frac2{\pi^2}\sum_{s'\in b}\int_0^\pi\!du\int_0^1\!dv\;u\,\frac{\rho^{|x-x'|}-\rho^{x+x'}}{Q}\cos[k_y(y-y')]\cos[k_z(z-z')].$$

Near $u=0$ both $Q$ and the difference of powers vanish linearly, so their ratio is bounded and Gauss–Legendre quadrature works well. To avoid cancellation there, compute $\mathcal A-\mathcal B=4(2\alpha+2\beta-\alpha\beta)$ with $\alpha=2\sin^2(k_y/2)$ and $\beta=2\sin^2(k_z/2)$.

## Elimination and the ratio of quartics

The row for A reads $1=\Gamma_{AA}q_A+\sum_b\Gamma_{Ab}q_b$, where $b$ runs over B to E. Solving for $q_A$ and inserting it into the outer rows gives $\psi=h+Hq$, with

$$h_b=\frac{\Gamma_{bA}}{\Gamma_{AA}},\qquad H_{bb'}=\Gamma_{bb'}-\frac{\Gamma_{bA}\Gamma_{Ab'}}{\Gamma_{AA}}.$$

Let $N=\mathrm{diag}(4,2,2,1)$ and $S=(4,2,1,1)^T$. Inserting (5),

$$M\psi=v,\qquad M=1+(y-1)HN,\qquad v=h+(y-1)HS.\tag{7}$$

With $c=(1,2,2,1)^T$ we have $R=c^TM^{-1}v$. The identity $\det(M+vc^T)=\det M\,(1+c^TM^{-1}v)$ gives

$$R=\frac{\det(M+vc^T)-\det M}{\det M}.$$

Both matrices are $4\times4$ and linear in $y$, so both determinants are polynomials of degree at most four. Evaluating them at five values of $y$ fixes the coefficients. Scaling the leading denominator coefficient to 2 gives (2).

## Limits that check an implementation

**No return.** At $y=0$ the vacancy cannot re-enter the shell, so $R=0$ and $F=1$. For small $y$, (2) gives $F\simeq1-1338.0577y/(7\times435.2839)=1-0.439y$. At $y=0.1$ this is 0.956, against 0.959 from the full expression.

**Immediate return.** For $y\to\infty$ an outer site linked to the shell returns the vacancy at once, so $\psi=S/n$, or $(1,1,\tfrac12,1)$. Then $R=1+2+1+1=5$ and $F=2/7$. Even here $F$ does not vanish, because the vacancy need not re-enter where it left. The approach is slow: $F=0.300$ at $y=100$, against the limit 0.286.

**Self-diffusion.** With all rates equal, the outer sources vanish and $q_A=1/\Gamma_{AA}$. From (6), $7F=7-R=q_A-3$, so (1) becomes

$$f=\frac{q_A-1}{q_A+1}=\frac{1-\Gamma_{AA}}{1+\Gamma_{AA}}=\frac{1-0.122680}{1+0.122680}=0.78145 .$$

**Fast or slow exchange.** If $w_2$ is much smaller than $2w_1+7Fw_3$, the vacancy loses its memory between exchanges and $f\to1$. In the opposite case $f\simeq(2w_1+7Fw_3)/(2w_2)$. A solute has twelve neighbour sites, each holding a vacancy with probability $c_vw_4/w_3$ provided $12c_vw_4/w_3\ll1$, a condition that strong binding makes stricter than small $c_v$ alone. So for cubic lattice parameter $a$ and jump length $a/\sqrt2$,

$$D=\frac16\,\frac{a^2}{2}\left(12c_v\frac{w_4}{w_3}w_2\right)f=a^2c_v\frac{w_4}{w_3}w_2f .$$

For fast exchange $w_2$ cancels from $D$: rotation and effective dissociation then limit the transport.

## A second derivation from the diffusion coefficient

Equation (1) can be checked without using the law $t^n$. Consider a large periodic crystal with one solute and one vacancy. Let $p_s$ be the equilibrium weight of relative vacancy position $s$ and $W$ the generator of the jumps. An exchange moves the solute by $x$ along the $x$-axis and takes $s$ to $-s$. The mean solute velocity in state $s$ is $b=w_2x$ on the shell and zero elsewhere.

Choose $\eta$ so that $-W\eta=b$. If $X$ is the solute displacement, $X+\eta$ has zero mean drift, so its increments are uncorrelated. Since $\eta$ is bounded, $X$ and $X+\eta$ have the same long-time growth of variance. That growth rate is the mean squared increment per unit time, which has three parts:

- the solute displacement alone gives $\sum pw_2x^2$;
- the cross term is $2\sum pw_2x[\eta(-s)-\eta(s)]=-4\sum pb\eta$, by relabelling $s\to-s$;
- the changes of $\eta$ give $2\sum p\eta(-W\eta)=2\sum pb\eta$, by detailed balance.

Dividing their sum by the uncorrelated first part,

$$f=1-\frac{2\sum pb\eta}{\sum pw_2x^2}.\tag{8}$$

In the limit of a large crystal, $\eta=hx$ on the shell and $\eta=h\psi$ outside. The equation at $(1,1,0)$ is

$$(w_2+4w_1+7w_3)h+w_2h-2w_1h-w_3Rh=w_2 ,$$

where the second term comes from $\eta(-s)=-h$. Thus $h=w_2/(2w_2+2w_1+7Fw_3)$, and (8) gives $f=1-2h$, which is (1).

Equation (8) was also solved numerically on periodic crystals without inserting $F$ or the shell form of $\eta$. After extrapolation in crystal size, the result agrees with (1) to six decimals for the three rate sets tested: $f=0.781451$ for equal rates, $0.275311$ for the worked example below, and $0.323704$ for $(w_0,\ldots,w_4)=(1,\,0.3,\,4,\,0.5,\,0.2)$.

## Worked example

Take a model solute with equal attempt frequencies and barriers $E_0,\ldots,E_4=0.65,\,0.60,\,0.50,\,0.68,\,0.58$ eV. The vacancy binding energy is $E_3-E_4=0.10$ eV. At 800 K, $k_BT=0.06894$ eV and $w_i/w_0=\exp[(E_0-E_i)/k_BT]$, so

$$\frac{w_1}{w_0}=2.065,\quad\frac{w_2}{w_0}=8.810,\quad\frac{w_3}{w_0}=0.647,\quad y=2.7605 .$$

Equation (7) gives $\psi=(0.7865,\,0.5996,\,0.3042,\,0.4456)$ for B to E. Therefore

$$R=0.7865+2(0.5996)+2(0.3042)+0.4456=3.040,$$

and $F=1-3.040/7=0.566$. With $7Fw_3/w_0=2.563$,

$$t=-\frac{8.810}{8.810+4.131+2.563}=-0.5682,\qquad f=\frac{1-0.5682}{1+0.5682}=0.275 .$$

Setting $F=1$ gives $f=0.330$, too large by 19.7% of the full value. At 600 K and 1000 K the excess is 21% and 17%.

The distinction between direction and probability matters here. After dissociation the vacancy returns with probability 0.793, but $1-F$ is 0.434. Among returning vacancies the mean cosine is thus $0.434/0.793=0.55$. Using the escape probability 0.207 in place of $F$ would give $7(0.207)(0.647)=0.938$ and $f=(4.131+0.938)/(17.619+4.131+0.938)=0.223$, about 19% below the full value.

## Implementation and range of use

Given five rates, form $y=w_4/w_0$, evaluate (2), and insert $7F$ into (1). The rates are per specified jump; multiplicities are already included. Detailed balance also requires the same $w_4/w_3$ for all dissociation paths.

Equation (2) does not apply if dissociation to the second, third and fourth neighbour sites has different rates, or if the solute alters jumps between outer sites. Both change the sources in (5). Equation (1) also assumes that encounters with different vacancies are independent. Interacting solutes, vacancy clusters or a high vacancy concentration invalidate that assumption. The digits in (2) express the accuracy of the lattice calculation; uncertainties in the rates carry over to $f$ and may be much larger.

## Values computed for the example and the checks

```
Odd Green function matrix (dimensionless), columns A B C D E
  A(1,1,0): 0.122680 0.016248 0.043749 0.043749 0.030560
  B(2,0,0): 0.064994 0.102194 0.077525 0.045009 0.041102
  C(2,1,1): 0.043749 0.019381 0.128854 0.054180 0.048078
  D(1,2,1): 0.021875 0.005626 0.027090 0.116506 0.025555
  E(2,2,0): 0.030560 0.010276 0.048078 0.051111 0.117229
largest change with quadrature order: 2.8e-15
R = 7(1-F) = numerator/denominator, coefficients of y^4 ... y^0
  numerator:   10.0000 180.3122 924.3303 1338.0577 0 (tested)
  denominator: 2.0000 40.1478 253.3000 595.9726 435.2839
F at w4/w0 = 0: 1.00000
F at w4/w0 = 0.1: 0.95887
F at w4/w0 = 0.5: 0.83549
F at w4/w0 = 1: 0.73590
F at w4/w0 = 2: 0.61938
F at w4/w0 = 5: 0.47742
F at w4/w0 = 10: 0.39960
F at w4/w0 = 100: 0.29985
F at w4/w0 -> infinity: 0.28571
First returns: Green function against explicit boxes
  w4/w0 = 0.3000: R = 0.76736, box R = 0.76736, return probability = 0.3000, 1-F = 0.1096
  w4/w0 = 2.7605: R = 3.03961, box R = 3.03961, return probability = 0.7932, 1-F = 0.4342
Correlation factor f: formula against periodic crystals
  equal rates: 0.781451, crystal 0.781451
  model, 800 K: 0.275311, crystal 0.275311
  repelled vacancy: 0.323704, crystal 0.323704
  rates w0..w4 of repelled vacancy: 1 0.3 4 0.5 0.2
Model barriers E0..E4 (eV): 0.65 0.60 0.50 0.68 0.58
k_B T at 800 K: 0.068939 eV
w1/w0 w2/w0 w3/w0 w4/w0 at 800 K: 2.0653 8.8096 0.6472 2.7605
neighbour-site weight w4/w3 at 800 K: 4.2655
return function psi at B C D E, 800 K: 0.78648 0.59959 0.30418 0.44559
7 F w3/w0 at 800 K: 2.5630
mean cosine t of successive solute jumps at 800 K: -0.56824
T = 600 K: F = 0.51330, f = 0.16655, f with F=1: 0.20143, excess 20.94 %
T = 800 K: F = 0.56577, f = 0.27531, f with F=1: 0.32956, excess 19.70 %
T = 1000 K: F = 0.59928, f = 0.36431, f with F=1: 0.42751, excess 17.35 %
```
